# Equivalent thickness of a cracked barrier coating on a polymer film

## 1. A single narrow groove

A polymer film carries a coating that lets nothing through. The coating is cut by long parallel cracks, one per length \(s\) of film. Let \(J\) be the mean flux per unit area of film. In steady state everything that crosses a strip of width \(s\) has entered through its one crack, so each crack admits \(Js\) per unit length.

Suppose first that the crack opens into the polymer as a half-round groove of small radius \(r_0\). Close to it the flow is radial. A half-cylinder of radius \(r\) has area \(\pi r\) per unit length, and with diffusivity \(D\) and concentration \(c\)

\[
-\pi r D\frac{dc}{dr}=Js
\quad\Rightarrow\quad
c(r_0)-c(r)=\frac{Js}{\pi D}\ln\frac{r}{r_0}.
\]

A plane layer of thickness \(\ell\) carrying the flux \(J\) has a drop \(J\ell/D\). The radial region therefore acts as a layer of thickness \((s/\pi)\ln(r/r_0)\). Spreading ends when \(r\) is a fair fraction of \(s\), because flows from neighbouring cracks then meet. The added thickness is thus about \((s/\pi)\ln(\text{number}\times s/r_0)\): proportional to the spacing when \(s/r_0\) is fixed, and only logarithmic in the crack size. The number inside the logarithm requires the full field.

## 2. The boundary problem

The polymer fills \(0<z<H\), with \(x\) along the surface and across the cracks. The flat cracks have width \(w\) and period \(s\), with one centred at \(x=0\). The assumptions are:

- the polymer is uniform and isotropic, and permeation is steady;
- the polymer at each crack mouth is in equilibrium with the outer gas, at concentration \(c_0\);
- the coating is impermeable, and the cracks stop at the interface;
- the far face \(z=H\) is held at \(c=0\).

Define a length that measures the concentration drop,

\[
v(x,z)=\frac{D\,[c_0-c(x,z)]}{J}.
\]

Then \(\nabla^2v=0\), with \(v=0\) on the cracks and \(\partial_z v=0\) under the coating. Since \(-D\,\partial_z c\) averages to \(J\) over a period, \(\partial_z v\) averages to 1. On the far face \(v=Dc_0/J\), which we call \(H+\Lambda_H\). Hence

\[
J=\frac{Dc_0}{H+\Lambda_H},\qquad
\frac{J}{J_{\rm bare}}=\frac{H}{H+\Lambda_H}.
\]

For a thick film, \(\Lambda_H\) tends to the constant \(\Lambda\) in \(v\to z+\Lambda\), the behaviour far below the cracks in a half-space. We now show that

\[
\boxed{\Lambda=\frac{s}{\pi}\ln\frac1\sigma,\qquad
\sigma=\sin\frac{\pi w}{2s}}
\]

## 3. The field in a thick polymer

Let \(\zeta=x+iz\) and try

\[
F=\varphi+iv=\frac{s}{\pi}\arcsin t,\qquad
t=\frac{\sin(\pi\zeta/s)}{\sigma}.
\]

In the cell \(|x|<s/2,\ z>0\), the imaginary part of \(t\) is \(\cos(\pi x/s)\sinh(\pi z/s)/\sigma>0\). So \(t\) stays in the upper half-plane, where the principal arcsine is analytic and has positive imaginary part. Thus \(v\) is harmonic and positive. The Cauchy–Riemann equations are \(\partial_x\varphi=\partial_z v\) and \(\partial_z\varphi=-\partial_x v\). The boundaries follow.

**Crack**, \(|x|<w/2,\ z=0\): \(t\) is real with \(|t|<1\), so the arcsine is real and \(v=0\).

**Coating**, \(w/2<x<s/2,\ z=0\): \(t>1\). Because \(\sin(\pi/2+i\eta)=\cosh\eta\), we have \(\arcsin t=\pi/2+i\,\mathrm{arcosh}\,t\). Here \(\varphi=s/2\) is constant along \(x\), so \(\partial_z v=0\). The part at negative \(x\) follows by reflection.

**Cell side**, \(x=s/2\): \(t=\cosh(\pi z/s)/\sigma>1\), and again \(\varphi=s/2\). Now it is constant along \(z\), so \(\partial_xv=0\). The cells join smoothly into a periodic field.

For the far field write \(E=e^{2\pi i\zeta/s}\), with \(|E|=e^{-2\pi z/s}\). Then

\[
\sin\frac{\pi\zeta}{s}=\frac i2e^{-i\pi\zeta/s}(1-E).
\]

From \(\arcsin t=\pi/2+i\ln(t+\sqrt{t^2-1})\), taking the root for which the logarithm has positive real part, and \(t+\sqrt{t^2-1}=2t(1-1/4t^2+\dots)\),

\[
v=\frac{s}{\pi}\left[\ln|2t|-\mathrm{Re}\frac{1}{4t^2}+\dots\right].
\]

The two terms are

\[
\ln|2t|=\frac{\pi z}{s}+\ln\frac1\sigma-\mathrm{Re}\,E+\dots,
\qquad
-\frac1{4t^2}=\sigma^2E+\dots,
\]

the second sign coming from \((i/2)^2=-1/4\). With \(1-\sigma^2=\cos^2(\pi w/2s)\),

\[
v=z+\frac{s}{\pi}\ln\frac1\sigma
-A\,e^{-2\pi z/s}\cos\frac{2\pi x}{s}+\dots,
\qquad A=\frac{s}{\pi}\cos^2\frac{\pi w}{2s}.
\]

The mean gradient is 1, as required, and the constant is \(\Lambda\).

The solution is unique among periodic fields that stay bounded at the crack edges. The difference \(d\) of two such solutions tends to a constant at depth and vanishes at an edge as the square root of the distance, so \(\int|\nabla d|^2\) reduces to boundary terms that all vanish, including those on small arcs around the edges. So \(d\) is constant, and it is zero on the crack. The condition at the edges is needed. The function \(\mathrm{Im}\tan(\arcsin t)\) meets all the other homogeneous conditions and tends to 1 at depth, but it diverges at the edges and is excluded because a concentration cannot.

As a test, the mixed boundary problem was also solved by expanding the unknown crack flux in functions with the proper edge singularity. For \(w/s=0.05\) this gave \(\Lambda/s=0.81009\), against 0.81016 from the formula; for \(w/s=0.25\), 0.30574 against 0.30575.

## 4. Where the flux enters, and two limits

On the crack the flux density divided by \(J\) is

\[
\partial_zv=\partial_x\varphi=
\frac{\cos(\pi x/s)}{\sqrt{\sigma^2-\sin^2(\pi x/s)}}.
\]

It is \(1/\sigma\) at the centre and diverges as the inverse square root of the distance to an edge. The divergence is integrable: the total is \(\varphi(w/2)-\varphi(-w/2)=s\), the whole supply of one period.

Under the coating \(v=(s/\pi)\,\mathrm{arcosh}[\sin(\pi x/s)/\sigma]\), largest midway between cracks.

**Narrow cracks.** For \(w\ll s\), \(\sigma\approx\pi w/2s\) and

\[
\Lambda\approx\frac{s}{\pi}\ln\frac{2s}{\pi w}.
\]

For a flat crack, with \(w\) in place of \(r_0\), the number missing in part 1 is therefore \(2/\pi\). Part 7 gives the number for a half-round groove. Reducing \(w\) tenfold at fixed \(s\) adds \((s/\pi)\ln10\approx0.73\,s\).

**Narrow coating strips.** Let \(g=s-w\ll s\). Then \(\sigma=\cos(\pi g/2s)\), and \(\ln(1/\cos y)\approx y^2/2\) gives

\[
\Lambda\approx\frac{\pi g^2}{8s}.
\]

The effect is quadratic in the covered width. Green's identity applied to \(v\) and \(z\) over one period gives \(\Lambda=(1/s)\int_{\rm coating}v\,dx\), and under a narrow strip \(v\) is itself of order \(g\).

## 5. How thick is thick?

Let \(V\) be the solution for finite \(H\) and \(v\) the half-space solution. Apply Green's identity to them over one period of \(0<z<H\). The sides cancel by periodicity. At \(z=0\) both functions vanish on the crack and both normal derivatives vanish on the coating. The crack edges add nothing, since function times gradient stays finite there while the length of a small arc around the edge goes to zero. What remains is

\[
\int_0^s\left(v\,\partial_zV-V\,\partial_zv\right)_{z=H}dx=0.
\]

On this face \(V=H+\Lambda_H\) is constant and \(\partial_zv\) has mean 1, so

\[
s(H+\Lambda_H)=\int_0^s v\,\partial_zV\,dx .
\]

Put \(\kappa=2\pi/s\). To leading order \(V\) contains the decaying mode \(-Ae^{-\kappa z}\cos\kappa x\) and a returning mode \(+Ae^{-2\kappa H}e^{\kappa z}\cos\kappa x\), which together vanish at \(z=H\). Their gradients there add to \(2\kappa Ae^{-\kappa H}\cos\kappa x\). The mean parts give \(s(H+\Lambda)\), and since \(\cos^2\kappa x\) integrates to \(s/2\), the modes give

\[
-Ae^{-\kappa H}\cdot2\kappa Ae^{-\kappa H}\cdot\frac s2
=-s\,\kappa A^2e^{-2\kappa H}.
\]

Therefore

\[
\Lambda_H\approx\Lambda-\kappa A^2e^{-2\kappa H}
=\Lambda-\frac{2s}{\pi}\cos^4\!\frac{\pi w}{2s}\;e^{-4\pi H/s}.
\]

The exponent counts a trip down to the far face and back. For \(w/s=0.25\) and \(H/s=0.6\) the numerical solution shifts by \(-2.464\times10^{-4}s\); the formula gives \(-2.465\times10^{-4}s\).

For \(w/s=0.005\), using \(\Lambda\) in place of \(\Lambda_H\) overestimates the total \(H+\Lambda_H\) by 1.5 % at \(H=s/4\) and by 0.058 % at \(H=s/2\). For evenly spaced cracks, half a spacing is thick enough for most purposes.

For \(H\) well below \(s\) the constant \(\Lambda\) can no longer replace \(\Lambda_H\) in general. In the extreme case \(H\ll w\) the flow has no room to spread and passes almost straight below the openings, so \(J/J_{\rm bare}\approx w/s\). This is the open-area rule, and that is its regime. It is approached slowly. When the covered strips are also much wider than \(H\), spreading at the edges raises the flux by a fraction of about \(0.88\,H/w\), which is 9 % at \(H=w/10\).

## 6. Worked example: water vapour through a cracked oxide on polyester

Take \(H=12\) µm, \(s=20\) µm, \(w=0.1\) µm and a coating 0.05 µm thick, at 311 K. The bare film transmits 40 g/(m² day). Then \(\sigma=0.007854\), \(\ln(1/\sigma)=4.847\), and

\[
\Lambda=\frac{20}{\pi}\times4.847=30.9\ \mu\text{m},\qquad
\frac{J}{J_{\rm bare}}=\frac{12}{42.9}=0.28 .
\]

The cracked film transmits \(0.28\times40=11.2\) g/(m² day). The cracks occupy 0.5 % of the surface, so the open-area rule would give 0.20 g/(m² day), too little by a factor of 56. The flux density at the centre of a crack is \(1/\sigma\approx127\) times the mean.

Midway under the coating \(v=35.3\) µm, so the concentration there is \(1-35.3/42.9\), about 18 % of its value at the crack. The polymer under the coating is far from saturated.

Now make the pattern ten times finer with the open fraction and \(H\) held fixed: \(s=2\) µm, \(w=0.01\) µm. The ratio \(w/s\) is unchanged, so \(\Lambda\) falls tenfold to 3.09 µm and the transmission rises to 31.8 g/(m² day). Under these conditions many fine cracks harm the barrier more than a few wide ones.

## 7. What the model leaves out

Each effect is taken alone, and flux changes are relative to the 11.2 g/(m² day) above.

**Leaking coating.** Let the coating pass as much as a polymer layer of thickness \(t\), so that \(\partial_zV=V/t\) beneath it. Compare \(V\) with the solution \(v\) for a tight coating on the same film. Both are constant at \(z=H\), and Green's identity gives

\[
(H+\Lambda)_{\rm tight}-(H+\Lambda)_{\rm leaky}
=\frac1{st}\int_{\rm coating}vV\,dx
\approx\frac1{st}\int_{\rm coating}v^2dx ,
\]

the last step holding for \(v\ll t\). If the uncracked coated film transmits 0.5 g/(m² day), then \(H+t=12\times40/0.5\) µm and \(t=948\) µm. To this order the total falls by 1.04 µm and the flux rises by 2.5 %. Both are slight overestimates, by a few per cent of their own size, because \(V\) is a little smaller than \(v\).

**Anisotropy.** Let \(D_x\) and \(D_z\) be the in-plane and through-thickness diffusivities. The equation \(D_x\partial_x^2v+D_z\partial_z^2v=0\) becomes Laplace's in \(z'=z\sqrt{D_x/D_z}\). The far field is proportional to \(z'+\Lambda\), hence to \(z+\Lambda\sqrt{D_z/D_x}\). For \(D_x/D_z=1.2\) the flux rises by 6.7 %.

**Notches.** For a narrow crack, the field \(\psi=(s/\pi)\ln|2\sin(\pi\zeta/s)|\) of a row of line sources tends to \(z\) at depth and to \((s/\pi)\ln(2\pi r/s)\) near a source. A half-round wall of radius \(r\) thus gives \(\Lambda=(s/\pi)\ln(s/2\pi r)\). Comparison with part 4 shows that a flat crack acts as a wall of radius \(w/4\). If the crack has cut a half-round notch of radius \(w/2\) into the polymer, \(\Lambda\) drops by \((s/\pi)\ln2=4.41\) µm and the flux rises by 11.5 %. Doubling \(w\) has the same effect in this limit.

**Unequal gaps.** Let the gaps alternate between \(a\) and \(2s-a\). By mirror symmetry the two cracks in each period \(2s\) share the flux equally. Adding half of each row's field, with \(s\) replaced by \(2s\) in \(\psi\), and setting the total to zero on a crack gives

\[
\Lambda'=-\frac{s}{\pi}\left[\ln\frac{\pi w}{4s}
+\ln\left(2\sin\frac{\pi a}{2s}\right)\right]
=\Lambda+\frac{s}{\pi}\ln\frac{1}{\sin(\pi a/2s)} .
\]

For \(a=s/2\) this adds 2.2 µm on a thick film. The numerical solution at \(H=12\) µm gives 1.9 µm, and the flux falls by 4.3 %. The pattern now repeats over \(2s\), so its slowest mode decays half as fast and the far face matters more.

**Gas side.** A gas path of length \(L\) and diffusivity \(D_g\) equals a polymer thickness \(LP/D_g\), where \(P=1.33\times10^{-10}\) m²/s is the film's permeability referred to vapour concentration: the bare film's flux times \(H\), divided by the difference in vapour concentration, here 0.042 kg/m³ (6000 Pa at 311 K). For 5000 µm of still air with \(D_g=2.8\times10^{-5}\) m²/s this is 0.024 µm. The gas inside the cracks adds far less, even after multiplying its path by \(s/w=200\). Finite thickness changes the total by \(-0.007\) µm.

## 8. The model and real films

Oxide layers some tens of nanometres thick on polyester films about 12 µm thick are used in packaging, and they crack when stretched. The dimensions and transmission rates in the example are rough values for that case, not data for one product. Real cracks differ in width, spacing and depth, and need not run across the whole film. For the departures sized above, each taken alone, the flux moves by between about \(-4\) % and \(+11\) %. They can add: the leak, the anisotropy and a doubled crack width together raise it by about 21 %. The ratio \(D_x/D_z=1.2\) is an assumed value, and a ratio of 2 alone would raise the flux by 27 %. Debonding of the coating beside a crack would act as a larger \(w\) and is not sized here. More irregular spacing lowers it further: with \(a=0.2\,s\) the thick-film formula of part 7 adds 7.5 µm; at \(H=12\) µm the far face reduces this to about 7.0 µm, and the flux falls by about 14 %. The value 11 g/(m² day) is therefore an estimate for evenly spaced cracks, and a real film can differ from it by 20 % or more. Cracks of finite length are a different, three-dimensional problem, and their effect is not estimated here. The numerical output follows.

## Numbers as computed

```
TESTS (lengths in units of s)
w/s=0.005: Lambda/s solved 1.54260, formula 1.54277
w/s=0.05: Lambda/s solved 0.81009, formula 0.81016
w/s=0.25: Lambda/s solved 0.30574, formula 0.30575
w/s=0.8: Lambda/s solved 0.01597, formula 0.01597
w/s=0.25: crack-centre flux/mean: solved 2.6139, formula 2.6131
w/s=0.25, H/s=0.6: shift/s solved -2.4640e-04, formula -2.4651e-04
w/s=0.25: grid Lambda/s 0.3084; mid-coating drop/s grid 0.5169, formula 0.5140
leak t/s=200: reduction/s grid 6.791e-04, formula 6.708e-04
Dx/Dz=2: Lambda/s grid 0.2185, formula 0.2162
gaps s/2, 3s/2: Lambda/s solved 1.65292, formula 1.65308
notch: reduction/s field 0.22064, formula 0.22064
w/s=0.005, H/s=0.25: H+Lambda too large by 1.5 %
w/s=0.005, H/s=0.5: H+Lambda too large by 0.058 %
w/s=0.005, H/s=1.0: H+Lambda too large by 8.7e-05 %
EXAMPLE
film H = 12.0 um, period s = 20.0 um, width w = 0.1 um, coating 0.05 um
bare film 40.0 g/(m2 day), intact coating 0.5 g/(m2 day)
T = 311.0 K, vapour pressure difference = 6000.0 Pa
sigma = 0.007854, ln(1/sigma) = 4.8467
Lambda = 30.86 um, H + Lambda = 42.86 um
narrow-crack Lambda = 30.86 um
open fraction w/s = 0.50 %
flux / bare flux = 28.0 %
transmission = 11.20 g/(m2 day)
open-area estimate = 0.20 g/(m2 day), too small by factor 56.0
mid-coating drop v = 35.27 um, concentration there = 17.7 % of crack value
s = 2.0 um, w = 0.01 um: Lambda = 3.09 um, transmission = 31.8 g/(m2 day)
polymer permeability = 1.33e-10 m2/s, air 2.8e-05 m2/s, crack 1.2e-05 m2/s
still air layer = 5000 um, Dx/Dz = 1.2
coating leak equivalent t = 948 um
NEGLECTED EFFECTS: change of H+Lambda; change of flux
finite thickness: -0.0068 um; +0.02 %
coating leak: -1.0390 um; +2.48 %
gas-side resistance: +0.0240 um; -0.06 %
anisotropy: -2.6884 um; +6.69 %
gaps s/2 and 3s/2: +1.9262 um; -4.30 %
half-round notch: -4.4127 um; +11.48 %
crack width doubled: -4.4125 um; +11.48 %
```
